# Slater integrals of a pseudized 3d orbital and their one-centre corrections: verification in Python

```python
"""
Slater integrals F0, F2, F4 of a pseudized Slater 3d orbital (Hartree atomic units).

Result under test: let u(r) be the all-electron radial orbital (times r), and let
the pseudo orbital equal u beyond rc.  For a radial density rho define
    F_k[rho] = double integral of rho(r) rho(s) r_<^k / r_>^(k+1),
    I_k[rho] = the same with both points inside rc,
    M_k[rho] = integral of rho r^k inside rc,
    T_k      = integral of u^2 / r^(k+1) outside rc.
With Q_k = M_k[u^2] - M_k[pseudo^2] and a compensation charge of k-th moment Q_k:
    F_k[u^2] - F_k[compensated] = I_k[u^2] - I_k[compensated]
    F_k[u^2] - F_k[bare pseudo] = I_k[u^2] - I_k[bare pseudo] + 2 Q_k T_k
The first is a pure one-centre quantity; the second depends on the outer tail.
"""
from fractions import Fraction
from math import factorial
import numpy as np
from numpy.polynomial import Polynomial
from numpy.polynomial.legendre import leggauss, Legendre
from scipy.special import gamma, gammainc, gammaincc, j0
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
zeta, rc = 4.0, 1.2
a = 2 * zeta
norm2 = a**7 / factorial(6)
ranks = (0, 2, 4)
narrow = 0.8 * rc
inside = [0.0, narrow, rc]
outside = [rc, 1.8, 2.6, 3.6, 5.0, 8.0]
everywhere = inside + outside[1:]
gx, gw = leggauss(28)


def u_ae(r):
    return np.sqrt(norm2) * r**3 * np.exp(-zeta * r)


def ae(r):
    return u_ae(r)**2


def radial_integral(f, edges):
    total = 0.0
    for lo, hi in zip(edges[:-1], edges[1:]):
        h = (hi - lo) / 2
        total += h * np.sum(gw * f(lo + h * (gx + 1)))
    return total


def slater(rho, k, edges):
    """Double integral by nested Gauss quadrature, both points within edges."""
    total = moment = 0.0
    for lo, hi in zip(edges[:-1], edges[1:]):
        h = (hi - lo) / 2
        r = lo + h * (gx + 1)
        hs = (r - lo) / 2
        s = lo + hs[:, None] * (gx + 1)
        inner = moment + hs * ((rho(s) * s**k) @ gw)
        total += 2 * h * np.sum(gw * rho(r) * inner / r**(k + 1))
        moment += h * np.sum(gw * rho(r) * r**k)
    return total


def slater_rational(k):
    """F_k / zeta of the Slater 3d orbital as an exact fraction."""
    s = sum(Fraction(factorial(5 - k) * factorial(6 + k + j),
                     factorial(j) * 2**(7 + k + j)) for j in range(6 - k))
    return 4 * s / factorial(6)**2


def poly_inner(p, k):
    """I_k for a density that is a polynomial p in x = r/rc."""
    c = p.coef
    return rc * sum(2 * c[i] * c[j] / ((i + k + 1) * (i + j + 1))
                    for i in range(len(c)) for j in range(len(c))
                    if c[i] != 0 and c[j] != 0)


def poly_moment(p, k):
    return rc**(k + 1) * sum(c / (n + k + 1) for n, c in enumerate(p.coef))


# Pseudo orbital: match value, slope and curvature of exp(-beta (x-1)) at x = 1
beta = zeta * rc
c0, c1, c2 = np.linalg.solve([[1, 1, 1], [0, 2, 4], [0, 2, 12]],
                             [1, -beta, beta**2])
u_rc = u_ae(rc)
pseudo_wave = u_rc * Polynomial([0, 0, 0, c0, 0, c1, 0, c2])
pseudo_poly = pseudo_wave**2

step = 1e-3
for stencil in ([0, 1, 0], [-0.5 / step, 0, 0.5 / step],
                [1 / step**2, -2 / step**2, 1 / step**2]):
    pts = rc + step * np.array([-1, 0, 1])
    d_ae = np.dot(stencil, u_ae(pts))
    d_ps = np.dot(stencil, pseudo_wave(pts / rc))
    # finite-difference error is of order step^2 times higher derivatives
    assert abs(d_ae - d_ps) < 1e-3
assert np.min(pseudo_wave(np.linspace(0.01, 1, 200))) > 0


def bare(r):
    return np.where(r < rc, pseudo_wave(np.minimum(r / rc, 1))**2, ae(r))


def shape(r, k, rg):
    """r^2 g_k(r): vanishes beyond rg, k-th moment equal to one."""
    x = np.minimum(r / rg, 1)
    amp = (2*k + 3) * (2*k + 5) * (2*k + 7) / (8 * rg**(k + 1))
    return amp * x**(k + 2) * (1 - x**2)**2


def tail_factor(r):
    """Changes the orbital outside rc only, smoothly at rc."""
    return np.where(r > rc, 1 + 10 * (r / rc - 1)**3, 1.0)**2


res = {}
for k in ranks:
    d = {}
    d["ratio"] = slater_rational(k)
    d["F_ae"] = float(d["ratio"]) * zeta
    assert abs(slater(ae, k, everywhere) - d["F_ae"]) < 1e-9

    d["M_ae"] = norm2 * gamma(7+k) * gammainc(7+k, a*rc) / a**(7+k)
    d["M_ps"] = poly_moment(pseudo_poly, k)
    d["Q"] = Q = d["M_ae"] - d["M_ps"]
    d["T"] = norm2 * gamma(6-k) * gammaincc(6-k, a*rc) / a**(6-k)
    d["O"] = slater(ae, k, outside)
    d["amp"] = (2*k + 3) * (2*k + 5) * (2*k + 7) / (8 * rc**(k + 1))
    comp_poly = pseudo_poly + Q * d["amp"] * Polynomial(
        [0] * (k + 2) + [1, 0, -2, 0, 1])

    def comp(r, k=k, Q=Q):
        return bare(r) + Q * shape(r, k, rc)

    def comp_narrow(r, k=k, Q=Q):
        return bare(r) + Q * shape(r, k, narrow)

    # moments: quadrature of the densities against incomplete gamma functions
    for rho in (ae, comp, comp_narrow):
        m = radial_integral(lambda r: rho(r) * r**k, inside)
        assert abs(m - d["M_ae"]) < 1e-10
    t = radial_integral(lambda r: ae(r) / r**(k + 1), outside)
    assert abs(t - d["T"]) < 1e-10

    d["I_ae"] = slater(ae, k, inside)
    d["I_ps"] = poly_inner(pseudo_poly, k)
    d["I_co"] = poly_inner(comp_poly, k)
    assert abs(slater(bare, k, inside) - d["I_ps"]) < 1e-10
    assert abs(slater(comp, k, inside) - d["I_co"]) < 1e-10

    # full-range integrals against the split at rc
    d["F_ps"] = slater(bare, k, everywhere)
    d["F_co"] = slater(comp, k, everywhere)
    for F, I, M in (("F_ae", "I_ae", "M_ae"), ("F_ps", "I_ps", "M_ps"),
                    ("F_co", "I_co", "M_ae")):
        assert abs(d[F] - d[I] - 2 * d[M] * d["T"] - d["O"]) < 1e-9

    # the two deficits: closed-form reference minus full-range quadrature
    d["one_ps"] = d["I_ae"] - d["I_ps"]
    d["cross"] = 2 * Q * d["T"]
    d["D_ps"] = d["F_ae"] - d["F_ps"]
    d["D_co"] = d["I_ae"] - d["I_co"]
    assert abs(d["D_ps"] - d["one_ps"] - d["cross"]) < 1e-9
    assert abs(d["F_ae"] - d["F_co"] - d["D_co"]) < 1e-9

    # another environment: same sphere, different tail
    new = [slater(lambda r, f=f: f(r) * tail_factor(r), k, everywhere)
           for f in (ae, bare, comp)]
    t_new = radial_integral(
        lambda r: ae(r) * tail_factor(r) / r**(k + 1), outside)
    d["D_ps_new"] = new[0] - new[1]
    d["D_co_new"] = new[0] - new[2]
    assert abs(d["D_co_new"] - d["D_co"]) < 1e-9
    assert abs(d["D_ps_new"] - d["D_ps"] - 2 * Q * (t_new - d["T"])) < 1e-9
    assert abs(d["D_ps_new"] - d["D_ps"]) > 1e-4

    # a narrower compensation charge
    d["F_na"] = slater(comp_narrow, k, everywhere)
    d["D_na"] = d["I_ae"] - slater(comp_narrow, k, inside)
    assert abs(d["F_na"] + d["D_na"] - d["F_ae"]) < 1e-9
    assert abs(d["D_na"] - d["D_co"]) > 1e-4
    res[k] = d

# Self-Coulomb integral of the d_z2 orbital: angular coefficients
P = {k: Legendre.basis(k) for k in ranks}
ang = {k: 2.5 * np.sum(gw * P[2](gx)**2 * P[k](gx)) for k in ranks}
assert abs(ang[0] - 1) < 1e-12
assert abs(ang[2] - 2/7) < 1e-12 and abs(ang[4] - 2/7) < 1e-12


def self_coulomb(key):
    return sum(ang[k]**2 * res[k][key] for k in ranks)


# Independent value for the compensated density: three-dimensional Fourier integral
def gauss(lo, hi, n):
    x, w = leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


r1, w1 = gauss(0, rc, 40)
r2, w2 = gauss(rc, 5.0, 60)
r, wr = np.concatenate([r1, r2]), np.concatenate([w1, w2])
mu, wmu = gauss(0, 1, 48)
density = 5 * np.outer(bare(r), P[2](mu)**2)
for k in ranks:
    density += (2*k + 1) * ang[k] * res[k]["Q"] * np.outer(
        shape(r, k, rc), P[k](mu))
weighted = density / (4 * np.pi) * np.outer(wr, wmu)
W_fourier = 0.0
for q, wq in zip(*gauss(0, 40, 90)):
    for nu, wnu in zip(*gauss(0, 1, 8)):
        wave = (j0(q * np.outer(r, np.sqrt(1 - mu**2)) * np.sqrt(1 - nu**2))
                * np.cos(q * np.outer(r, mu) * nu))
        rho_q = 4 * np.pi * np.sum(weighted * wave)
        W_fourier += 2 / np.pi * wq * wnu * rho_q**2
# the cut at q = 40 and the finite grids limit the agreement
assert abs(W_fourier - self_coulomb("F_co")) < 1e-5

norm_new = radial_integral(lambda r: ae(r) * tail_factor(r), outside)
print(f"zeta = {zeta:.1f} 1/bohr, rc = {rc:.1f} bohr, u(rc) = {u_rc:.6f} bohr^-1/2")
print(f"pseudo coefficients c0, c1, c2 = {c0:.4f}, {c1:.4f}, {c2:.4f}")
print(f"charge outside rc = {1 - res[0]['M_ae']:.6f} e; changed tail {norm_new:.6f} e")
for k in ranks:
    d = res[k]
    print(f"k={k}: F/zeta all-electron = {d['ratio']} (hartree bohr)")
    print(f"  moments AE, pseudo, Q = {d['M_ae']:.6f}, {d['M_ps']:.6f}, "
          f"{d['Q']:.6f} bohr^{k}")
    print(f"  shape amplitude A = {d['amp']:.6f} bohr^-{k+1}; "
          f"T = {d['T']:.6f} bohr^-{k+1}")
    print(f"  I AE, pseudo, compensated = {d['I_ae']:.6f}, {d['I_ps']:.6f}, "
          f"{d['I_co']:.6f} hartree; O = {d['O']:.6f} hartree")
    print(f"  F AE, pseudo, compensated = {d['F_ae']:.6f}, {d['F_ps']:.6f}, "
          f"{d['F_co']:.6f} hartree")
    print(f"  bare deficit = {d['D_ps']:.6f} = in-sphere {d['one_ps']:.6f} "
          f"+ cross {d['cross']:.6f} hartree")
    print(f"  compensated one-centre correction = {d['D_co']:.6f} hartree")
    print(f"  changed tail: bare deficit {d['D_ps_new']:.6f}, "
          f"compensated {d['D_co_new']:.6f} hartree")
    print(f"  narrow shape (radius {narrow:.2f} bohr): F = {d['F_na']:.6f}, "
          f"correction = {d['D_na']:.6f} hartree")
    print(f"  in eV: F AE {d['F_ae']*HARTREE_EV:.3f}, bare deficit "
          f"{d['D_ps']*HARTREE_EV:.3f}, comp. correction {d['D_co']*HARTREE_EV:.3f}")
print(f"d_z2 self-Coulomb W: AE {self_coulomb('F_ae'):.6f}, "
      f"pseudo {self_coulomb('F_ps'):.6f}, "
      f"compensated {self_coulomb('F_co'):.6f} hartree")
print(f"W compensated by 3D Fourier integral = {W_fourier:.6f} hartree")
print(f"W one-centre correction (compensated) = {self_coulomb('D_co'):.6f} hartree"
      f" = {self_coulomb('D_co')*HARTREE_EV:.3f} eV")
print("every check passed")
```

Output:

```
zeta = 4.0 1/bohr, rc = 1.2 bohr, u(rc) = 0.767501 bohr^-1/2
pseudo coefficients c0, c1, c2 = 6.8800, -9.3600, 3.4800
charge outside rc = 0.157447 e; changed tail 0.541502 e
k=0: F/zeta all-electron = 793/3072 (hartree bohr)
  moments AE, pseudo, Q = 0.842553, 0.399727, 0.442826 bohr^0
  shape amplitude A = 10.937500 bohr^-1; T = 0.111753 bohr^-1
  I AE, pseudo, compensated = 0.827898, 0.159822, 0.812673 hartree; O = 0.016338 hartree
  F AE, pseudo, compensated = 1.032552, 0.265502, 1.017327 hartree
  bare deficit = 0.767051 = in-sphere 0.668076 + cross 0.098974 hartree
  compensated one-centre correction = 0.015226 hartree
  changed tail: bare deficit 0.920325, compensated 0.015226 hartree
  narrow shape (radius 0.96 bohr): F = 1.095580, correction = -0.063028 hartree
  in eV: F AE 28.097, bare deficit 20.873, comp. correction 0.414
k=2: F/zeta all-electron = 2093/15360 (hartree bohr)
  moments AE, pseudo, Q = 0.542845, 0.348986, 0.193859 bohr^2
  shape amplitude A = 50.130208 bohr^-3; T = 0.058990 bohr^-3
  I AE, pseudo, compensated = 0.468242, 0.107690, 0.326723 hartree; O = 0.012764 hartree
  F AE, pseudo, compensated = 0.545052, 0.161628, 0.403533 hartree
  bare deficit = 0.383424 = in-sphere 0.360552 + cross 0.022872 hartree
  compensated one-centre correction = 0.141519 hartree
  changed tail: bare deficit 0.398708, compensated 0.141519 hartree
  narrow shape (radius 0.96 bohr): F = 0.588167, correction = -0.043115 hartree
  in eV: F AE 14.832, bare deficit 10.433, comp. correction 3.851
k=4: F/zeta all-electron = 91/1024 (hartree bohr)
  moments AE, pseudo, Q = 0.451646, 0.343256, 0.108390 bohr^4
  shape amplitude A = 107.753424 bohr^-5; T = 0.032674 bohr^-5
  I AE, pseudo, compensated = 0.315566, 0.079704, 0.160563 hartree; O = 0.010389 hartree
  F AE, pseudo, compensated = 0.355469, 0.112524, 0.200466 hartree
  bare deficit = 0.242945 = in-sphere 0.235862 + cross 0.007083 hartree
  compensated one-centre correction = 0.155003 hartree
  changed tail: bare deficit 0.245198, compensated 0.155003 hartree
  narrow shape (radius 0.96 bohr): F = 0.360975, correction = -0.005507 hartree
  in eV: F AE 9.673, bare deficit 6.611, comp. correction 4.218
d_z2 self-Coulomb W: AE 1.106064, pseudo 0.287881, compensated 1.066633 hartree
W compensated by 3D Fourier integral = 1.066633 hartree
W one-centre correction (compensated) = 0.039431 hartree = 1.073 eV
every check passed
```
